\section*{Phonon emission and absorption at the Fermi level with Pauli blocking}

\section{Problem}

Electrons in the lowest subband of a thin (001) silicon film scatter between the two valleys whose long axes lie along the film normal. The phonon responsible, of g type, has a fixed energy $\hbar\omega$, and its matrix element does not depend on the direction of the electron's motion. The phonons are in equilibrium at temperature $T$. The subband is parabolic and two-dimensional, so its density of states is constant above the subband bottom. Without Pauli blocking, emission is faster than absorption by the factor $(N+1)/N$, where $N$ is the phonon number.

(a) Show that blocking makes emission and absorption contribute equally to the linearised relaxation rate of an electron exactly at the Fermi level $E_F$, and find the common value.

(b) Find what happens slightly above and below $E_F$, and when the density of states is not constant.

(c) Evaluate the rate for a 2 nm film at 300 K with $E_F$ lying 85 meV above the subband bottom and $\hbar\omega=62$ meV. The coupling is $D=1.1\times10^{9}$ eV/cm, the mass density is $\rho=2330$ kg/m$^3$ and the in-plane mass is $m=0.19\,m_0$. These material values are rough typical ones.

Throughout,
\begin{equation}
x=\frac{\hbar\omega}{k_BT},\qquad u=\frac{E-E_F}{k_BT},\qquad
N=\frac{1}{e^x-1},\qquad f(u)=\frac{1}{e^u+1}.
\end{equation}
The symbol $\Gamma_0$ denotes the golden-rule rate without its phonon-number factor. Unblocked emission then has the rate $(N+1)\Gamma_0$ and unblocked absorption the rate $N\Gamma_0$.

\section{First estimate by scaling}

Take $x$ somewhat larger than one. An electron at $E_F$ can emit a phonon readily, since $N+1\approx1$, but it needs an empty state at $E_F-\hbar\omega$. Such a state is empty with probability of order $e^{-x}$. To absorb a phonon it finds a nearly empty state at $E_F+\hbar\omega$, but the phonon itself is present with a weight $N\approx e^{-x}$. One process waits for a hole, the other for a phonon, and both cost the same Boltzmann factor:
\begin{equation}
\Gamma_{\rm em}\sim\Gamma_{\rm ab}\sim\Gamma_0e^{-x},\qquad
\Gamma_{\rm est}=2\Gamma_0e^{-x}.
\label{est}
\end{equation}
This suggests equality to leading order in $e^{-x}$. It does not show equality at general $x$, and it counts only departures of the electron from its state.

\section{Exact solution}

\subsection{The linearised rate}

Let $S(k,k')$ be the transition rate from state $k$ to state $k'$ before the occupation factors are applied. The collision term is
\begin{equation}
\left.\frac{df_k}{dt}\right|_{c}=\sum_{k'}\left[S(k',k)f_{k'}(1-f_k)-S(k,k')f_k(1-f_{k'})\right].
\end{equation}
Put $f_k=f^0_k+\delta f_k$, where $f^0$ is the Fermi function, and keep first order. The zeroth-order term vanishes in equilibrium. The rest is
\begin{align}
\left.\frac{d\,\delta f_k}{dt}\right|_{c}
=&-\delta f_k\sum_{k'}\left[S(k,k')(1-f^0_{k'})+S(k',k)f^0_{k'}\right]\nonumber\\
&+\sum_{k'}\left[S(k',k)(1-f^0_k)+S(k,k')f^0_k\right]\delta f_{k'}.
\label{lin}
\end{align}
Here $S$ depends on the energies alone. If $\delta f$ is odd about each valley centre, as for the linear response to an electric field in the film plane, the states $k'$ and $-k'$, measured from that centre, have equal energies and opposite $\delta f$. The second line then sums to zero, and $\delta f_k$ decays at the rate
\begin{equation}
\Gamma=\sum_{k'}\left[S(k,k')(1-f^0_{k'})+S(k',k)f^0_{k'}\right].
\label{gam}
\end{equation}
The second term has a simple meaning. An extra electron in $k$ blocks arrivals that would have taken place in equilibrium, and this loss of arrivals also reduces the excess. If $\delta f$ has a nonzero average over directions at a given energy, as in heating, the second line of \eqref{lin} survives and $\Gamma$ alone does not describe the relaxation.

\subsection{The two channels}

Phonon emission links $k$ to states at $E-\hbar\omega$. The reverse process, from those states back to $k$, is absorption. I call the two together the emission channel; the absorption channel is the corresponding pair for states at $E+\hbar\omega$. With $f_\pm=f(u\pm x)$ and a constant density of states, \eqref{gam} gives
\begin{align}
\frac{\Gamma_{\rm em}}{\Gamma_0}&=(N+1)(1-f_-)+Nf_-=N+1-f_-,\label{em}\\
\frac{\Gamma_{\rm ab}}{\Gamma_0}&=N(1-f_+)+(N+1)f_+=N+f_+.\label{ab}
\end{align}

The same rates are often written with the blocking ratio $(1-f_{k'})/(1-f_k)$. In equilibrium each process balances its reverse, so $(N+1)f(1-f_-)=Nf_-(1-f)$ with $f=f(u)$. Solving for $Nf_-$ and inserting it in \eqref{em} gives
\begin{equation}
\frac{\Gamma_{\rm em}}{\Gamma_0}=(N+1)(1-f_-)\left[1+\frac{f}{1-f}\right]
=(N+1)\frac{1-f_-}{1-f}.
\end{equation}
For the other channel, $Nf(1-f_+)=(N+1)f_+(1-f)$ leads in the same way to $\Gamma_{\rm ab}/\Gamma_0=N(1-f_+)/(1-f)$. The denominator therefore contains the blocked arrivals. At the Fermi level $1-f=1/2$, and they double the rate.

\subsection{At the Fermi level}

Set $u=0$. The Fermi function satisfies $f(-x)=1-f(x)$, so \eqref{em} becomes $N+1-[1-f(x)]=N+f(x)$. This is \eqref{ab} at $u=0$, which proves the equality for every $x>0$. For the common value write $X=e^x$:
\begin{equation}
N+f(x)=\frac{1}{X-1}+\frac{1}{X+1}=\frac{2X}{X^2-1}=\frac{2}{X-X^{-1}}=\frac{1}{\sinh x}.
\end{equation}
Hence
\begin{equation}
\Gamma_{\rm em}(E_F)=\Gamma_{\rm ab}(E_F)=\frac{\Gamma_0}{\sinh x},\qquad
\Gamma(E_F)=\frac{2\Gamma_0}{\sinh x}.
\label{res}
\end{equation}

The equality does not depend on grouping each process with its reverse. The two departure terms are
\begin{align}
(N+1)[1-f(-x)]&=\frac{X}{X-1}\,\frac{1}{X+1}=\frac{1}{2\sinh x},\\
N[1-f(x)]&=\frac{1}{X-1}\,\frac{X}{X+1}=\frac{1}{2\sinh x}.
\end{align}
The arrival terms $Nf(-x)$ and $(N+1)f(x)$ contain the same factors, because $f(-x)=1-f(x)$. All four pieces are equal.

\subsection{Away from the Fermi level}

Subtract \eqref{ab} from \eqref{em} and use $f(y)=\frac12[1-\tanh(y/2)]$:
\begin{equation}
\frac{\Gamma_{\rm em}-\Gamma_{\rm ab}}{\Gamma_0}=1-f_--f_+
=\frac12\left[\tanh\frac{u-x}{2}+\tanh\frac{u+x}{2}\right].
\end{equation}
With $a=(u-x)/2$ and $b=(u+x)/2$, the identities $\tanh a+\tanh b=\sinh(a+b)/(\cosh a\cosh b)$ and $2\cosh a\cosh b=\cosh(a+b)+\cosh(b-a)$ give
\begin{equation}
\frac{\Gamma_{\rm em}-\Gamma_{\rm ab}}{\Gamma_0}=\frac{\sinh u}{\cosh u+\cosh x}.
\label{diff}
\end{equation}
This has the sign of $u$. Emission dominates above $E_F$, absorption below it, and the Fermi level is the one energy at which they agree. The sum follows from $\tanh b-\tanh a=\sinh(b-a)/(\cosh a\cosh b)$ and $2N+1=\coth(x/2)$:
\begin{equation}
\frac{\Gamma_{\rm em}+\Gamma_{\rm ab}}{\Gamma_0}=2N+1+f_+-f_-
=\coth\frac{x}{2}-\frac{\sinh x}{\cosh u+\cosh x}.
\label{sum}
\end{equation}
The subtracted term is largest at $u=0$, so over the range of energies where both channels are open the total rate has its minimum at $E_F$. Equations \eqref{diff} and \eqref{sum} require both final energies to lie in the constant part of the density of states.

\subsection{Unequal densities of states}

If the densities at the two final energies are $g_-$ and $g_+$, each channel is multiplied by its own density. The occupation factors at $E_F$ remain equal, so
\begin{equation}
\frac{\Gamma_{\rm em}(E_F)}{\Gamma_{\rm ab}(E_F)}=\frac{g(E_F-\hbar\omega)}{g(E_F+\hbar\omega)}.
\label{dos}
\end{equation}
Constancy is thus sufficient, while equality of the density at these two energies is what the result at $E_F$ needs. If $E_F-\hbar\omega$ lies below the subband bottom, $g_-=0$ and the emission channel is absent.

\subsection{The prefactor}

For a normalisation volume $V=AL_z$, the squared matrix element without the phonon number is $\hbar D^2|I(q_z)|^2/(2\rho\omega V)$. Here $I(q_z)=\int\zeta^2e^{iq_zz}dz$, $\zeta$ is the envelope across the film, and $q_z$ is measured from the wave vector joining the valleys. The sum over $q_z$ is $L_z\int dq_z/2\pi$, which by Parseval's theorem yields
\begin{equation}
F=\int\frac{dq_z}{2\pi}|I(q_z)|^2=\int\zeta^4dz
=\frac{4}{L^2}\int_0^L\sin^4\frac{\pi z}{L}\,dz=\frac{4}{L^2}\,\frac{3L}{8}=\frac{3}{2L}
\end{equation}
for hard walls a distance $L$ apart. The scattering conserves spin and leads to one final valley, whose density of states per area is $g=m/(2\pi\hbar^2)$. The golden rule then gives
\begin{equation}
\Gamma_0=\frac{2\pi}{\hbar}\,\frac{\hbar D^2}{2\rho\omega}\,gF
=\frac{\pi D^2}{\rho\omega}\,\frac{m}{2\pi\hbar^2}\,\frac{3}{2L}
=\frac{3mD^2}{4\rho\omega\hbar^2L}.
\end{equation}

\subsection{Numbers for the film}

In SI units $D=1.762\times10^{-8}$ J/m, $m=1.731\times10^{-31}$ kg and $\omega=9.419\times10^{13}$ s$^{-1}$, so
\begin{equation}
\Gamma_0=\frac{3(1.731\times10^{-31})(1.762\times10^{-8})^2}
{4(2330)(9.419\times10^{13})(1.0546\times10^{-34})^2(2\times10^{-9})}\ {\rm s^{-1}}
=8.26\ {\rm ps^{-1}}.
\end{equation}
With $k_BT=25.85$ meV, $x=62/25.85=2.398$, $\sinh x=5.457$ and $N=0.100$. Each channel has the rate $8.26/5.457=1.51$ ps$^{-1}$. The total is 3.03 ps$^{-1}$, and the corresponding relaxation time is 0.33 ps.

Without blocking, emission would proceed at 9.09 ps$^{-1}$ and absorption at 0.83 ps$^{-1}$, a ratio of 11. The Pauli terms lower the first to 1.51 ps$^{-1}$ and raise the second to the same value. The rise comes from the blocked arrivals: \eqref{ab} exceeds $N$ by $f_+$, which here is 0.083.

At $E_F+0.5\,k_BT$ the emission and absorption channels are 1.90 and 1.26 ps$^{-1}$; at $E_F-0.5\,k_BT$ the values are exchanged. Their sum, 3.16 ps$^{-1}$, is slightly above the value at $E_F$, in agreement with the minimum found from \eqref{sum}. The exchange cannot be continued far down. An electron more than $85-62=23$ meV below $E_F$ has no final state for emission. Just below this threshold its total rate drops to 2.32 ps$^{-1}$, and it stays under the value at $E_F$ down to about 36 meV below $E_F$. In the film the minimum at $E_F$ is therefore only a local one.

\section{Comparison of estimate and solution}

The ratio of \eqref{res} to \eqref{est} is
\begin{equation}
\frac{\Gamma(E_F)}{\Gamma_{\rm est}}=\frac{e^x}{\sinh x}=\frac{2}{1-e^{-2x}}.
\end{equation}
For the film $e^{-x}=N/(N+1)=1/11$, so the estimate is $2(8.26)/11=1.50$ ps$^{-1}$, about half the exact 3.03 ps$^{-1}$. Nearly all of the discrepancy is the factor 2 from blocked arrivals. The remaining factor $1/(1-e^{-2x})$ is 1.008.

In the low-temperature limit $x\gg1$, the exact total tends to $4\Gamma_0e^{-x}$. The estimate has the right exponential and half the right coefficient. In the opposite limit $x\ll1$, $\sinh x\approx x$ and each channel tends to $\Gamma_0k_BT/\hbar\omega$. There $N$ and $N+1$ are both close to $1/x$ and every state involved is about half filled, so departures and blocked arrivals each supply half of $1/x$. The estimate then fails altogether, since it tends to the constant $2\Gamma_0$.

With $E_F$ held at 85 meV, the exact total is 0.91 ps$^{-1}$ at 200 K and 5.62 ps$^{-1}$ at 400 K. The electron density is not held fixed in this comparison.

\section{The model beside a real film}

At 300 K the example has $1.36\times10^{13}$ electrons per cm$^2$ in the twofold valleys, which is strong inversion. A thickness of 2 nm is small compared with the several nanometres usual in manufactured silicon channels. It was chosen to keep other bands out of reach. A calculation with 3.1 eV oxide barriers, an oxide mass of $0.42\,m_0$ and the electrons' own electrostatic potential, for symmetric gates on both sides, places the next subband 248 meV and the fourfold valleys 169 meV above the bottom. These levels assume parabolic bands; a nonparabolicity of 0.5 eV$^{-1}$ in the confinement direction, treated as an energy-dependent mass, would lower them to about 212 and 157 meV. The fourfold level is sensitive to the poorly known oxide mass: between $0.3\,m_0$ and $0.5\,m_0$ it moves from 188 to 159 meV with parabolic bands and from 173 to 149 meV with nonparabolic ones, and the share of electrons in these valleys ranges from 2\% to 10\%. The figures below are for $0.42\,m_0$. For an electron at $E_F$, absorption of the g-type phonon reaches 147 meV, and absorption of a 59 meV f-type phonon, which would lead to the fourfold valleys, reaches 144 meV. Both routes to other bands are therefore closed to an electron at $E_F$ if the levels are sharp. An electron about $k_BT$ higher, or half of that with the nonparabolic levels, can reach the fourfold valleys by absorbing the f-type phonon. The fourfold valleys hold about 5\% of the electrons, or 7\% with the nonparabolic levels. The electrons in the twofold valleys alone give an oxide field of 3.2 MV/cm. Those in the fourfold valleys raise it to 3.3 or 3.4 MV/cm, and a nonparabolic density of states in the plane would raise it to about 3.9 MV/cm at the same $E_F$, still below a rough breakdown field of 10 MV/cm.

The equality is directly affected by the assumption of a constant density of states. With a nonparabolicity of 0.5 eV$^{-1}$, the density varies approximately as $1+2\alpha E$, with $E$ measured from the bulk band edge, which lies about 85 meV below the subband bottom. The densities at the two final energies are then about 1.10 and 1.23 times the parabolic value. Equation \eqref{dos} gives 0.90, so emission is about 10\% weaker than absorption. Counting $E$ from the subband bottom, as the numerical output does, leaves out the confinement energy and gives 0.89. Barrier penetration and the electrostatic potential together multiply the overlap factor by 0.90. This lowers both channels alike, to a total near 2.7 ps$^{-1}$ if nothing else is changed. The larger nonparabolic densities act the other way, and the two corrections together give about 3.15 ps$^{-1}$.

Level broadening is a further limit. A rough acoustic-phonon rate of 5.1 ps$^{-1}$, larger than the g-phonon rate, brings the level width at $E_F$ to about 5 meV. If the final state after emission is given a Lorentzian profile of this full width, about 4\% of it lies below the subband bottom. The final state has a width of its own, between 6 and 7 meV, and adding the two widths raises this share to about 8\%. A film one atomic layer thinner has its level raised by 15 meV with hard walls and by about 12 meV with the finite barriers, roughly half of the 23 meV available. Scattering by such thickness variations is not included in the rate or the width, nor are valley splitting, weaker intervalley phonons and phonons driven out of equilibrium. The time of 0.33 ps therefore describes one mechanism and should not be used by itself to predict a mobility. The main values are in the numerical output below.

\section*{Computed values}
\begin{verbatim}
Temperature: 300 K
Film thickness: 2 nm
Fermi level above subband bottom: 85 meV
g-type phonon energy: 62 meV
In-plane mass: 0.19 m0
Confinement mass: 0.916 m0
Intervalley coupling D: 1.1e+09 eV/cm
Mass density: 2330 kg/m3
kT: 25.85 meV
x = phonon energy / kT: 2.398
sinh x: 5.457
Sheet density, twofold valleys: 1.364e+13 1/cm2
Final energy after emission: 23 meV
Final energy after absorption: 147 meV
Phonon number N: 0.09996
Occupation at E_F - phonon energy: 0.9167
Occupation at E_F + phonon energy: 0.0833
Gamma0: 8.259 1/ps
Unblocked emission: 9.085 1/ps
Unblocked absorption: 0.8256 1/ps
Unblocked ratio emission/absorption: 11
Each of the four pieces / Gamma0: 0.09163
Emission channel / Gamma0 at E_F: 0.1833
Absorption channel / Gamma0 at E_F: 0.1833
Emission channel at E_F: 1.514 1/ps
Absorption channel at E_F: 1.514 1/ps
Total g-phonon rate at E_F: 3.027 1/ps
Relaxation time at E_F: 0.3303 ps
Emission at E_F -0.5 kT: 1.257 1/ps
Absorption at E_F -0.5 kT: 1.902 1/ps
Emission at E_F +0.5 kT: 1.902 1/ps
Absorption at E_F +0.5 kT: 1.257 1/ps
Total rate at E_F, 200 K, same E_F: 0.9057 1/ps
Total rate at E_F, 400 K, same E_F: 5.622 1/ps
Nonparabolicity parameter: 0.5 1/eV
Nonparabolic ratio emission/absorption: 0.892
Oxide barrier: 3.1 eV
Oxide tunnelling mass: 0.42 m0
Next subband above bottom: 248 meV
Fourfold valleys above bottom: 169 meV
f-type phonon energy: 59 meV
E_F + f-type phonon energy: 144 meV
Electron share in fourfold valleys: 4.8 %
Overlap factor, finite/hard walls: 0.898
Acoustic deformation potential: 9 eV
Sound velocity: 9 km/s
Acoustic rate: 5.1 1/ps
Level width hbar x (optical+acoustic): 5.3 meV
Broadened final state below bottom: 3.7 %
One-layer thickness step: 0.136 nm
Level shift by that step, hard walls: 15 meV
Oxide field, each gate: 3.2 MV/cm
Rough oxide breakdown field: 10 MV/cm
\end{verbatim}
